Polarisation and screening anomalies of the spin-polarised Thomas-Fermi-Dirac gas

## Problem

A uniform electron gas of density n sits on a rigid neutralising background at zero temperature. Each spin channel has the Thomas-Fermi kinetic energy and the Dirac exchange energy; correlation is left out. The spins point up or down along one axis, and the polarisation is ζ = (n↑ − n↓)/n, with 0 ≤ ζ ≤ 1. The algebra uses atomic units, and r_s is the radius in bohr of a sphere holding one electron, so n = 3/(4πr_s³).

(a) Which uniform state has the lowest energy at each r_s? Is partial polarisation ever favoured?

(b) At which r_s does the spin susceptibility of the unpolarised gas diverge, and at which r_s does its inverse screening length diverge? Is the unpolarised gas still the lowest uniform state there?

## First estimate by scaling

An electron confined to a length r_s has kinetic energy of order 1/r_s². Its exchange energy is of order −1/r_s. Polarising the gas changes each by a factor of order one, raising the first and deepening the second. The two changes balance when

1/r_s² ~ 1/r_s, so r_s ~ 1.

The same two energies control the response to small changes of density or spin, so every threshold in the problem should lie at r_s of order one, with polarisation favoured on the dilute side. Scaling cannot order the thresholds or say whether any coincide.

## Exact solution

**Energy of one channel.** A channel filled up to wave number k has density

n_σ = (4πk³/3)/(2π)³ = k³/(6π²).

The mean kinetic energy per electron is

∫₀ᵏ (p²/2)p² dp / ∫₀ᵏ p² dp = (k⁵/10)/(k³/3) = 3k²/10.

For exchange we need the one-particle density matrix at separation r. With x = kr and j₁(x) = (sin x − x cos x)/x²,

γ(r) = (1/2π²) ∫₀ᵏ p² [sin(pr)/(pr)] dp = (sin x − x cos x)/(2π²r³) = 3n_σ j₁(x)/x.

The exchange energy per volume is

−½ ∫ d³r γ²/r = −½ · 4π · 9n_σ² ∫ r (j₁/x)² dr = −(18πn_σ²/k²) ∫₀^∞ j₁²/x dx.

The integral follows from j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x, which give

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

Since j₀² + j₁² falls from 1 at x = 0 to 0 at infinity, the integral is 1/4. With n_σ/k² = k/(6π²), the exchange energy per volume becomes −(9π/2)n_σ · k/(6π²) = −3kn_σ/(4π). The energy density of a channel is therefore

f(n_σ) = n_σ [3k²/10 − 3k/(4π)].

**Energy against polarisation.** In the unpolarised gas each channel holds n/2, so k_F³ = 3π²n = 9π/(4r_s³), or

k_F = C/r_s, C = (9π/4)^(1/3).

At polarisation ζ the channels hold n(1 ± ζ)/2 and have k = k_F(1 ± ζ)^(1/3). Define

T(ζ) = [(1+ζ)^(5/3) + (1−ζ)^(5/3)]/2 − 1,
X(ζ) = [(1+ζ)^(4/3) + (1−ζ)^(4/3)]/2 − 1.

Adding the channels and dividing by n gives the energy per electron e:

e(ζ) − e(0) = (3k_F²/10) T − (3k_F/4π) X = (3k_F²/10) [T − (r_s/r₀) X], r₀ = 2πC/5.

The last form uses (3k_F/4π)/(3k_F²/10) = 5/(2πk_F) = 5r_s/(2πC).

**Crossing of the two extreme states.** At ζ = 1, T = 2^(2/3) − 1 and X = 2^(1/3) − 1. The first is the difference of two squares, so

R = T(1)/X(1) = 2^(1/3) + 1 = 2.26.

The energies e(1) and e(0) are equal at

r₁ = r₀R = (2πC/5)(1 + 2^(1/3)) = 5.45,

which is a sphere radius of 2.88 Å.

**No partial polarisation.** Expand in w = ζ²: T = Σ t_m wᵐ and X = Σ x_m wᵐ for m ≥ 1, where t_m and x_m are the binomial coefficients of order 2m for powers 5/3 and 4/3. In p(p−1)(p−2)…(p−2m+1) the first two factors are positive and the other 2m − 2 are negative, so every coefficient is positive. The ratios q_m = t_m/x_m obey

q_{m+1}/q_m = (2m − 5/3)(2m − 2/3) / [(2m − 4/3)(2m − 1/3)] < 1,

because each factor above is smaller than the one below it. The sign of d(T/X)/dw is that of

T′X − TX′ = Σ_{m>l} (m − l)(t_m x_l − t_l x_m) w^(m+l−1) < 0.

Thus T/X falls steadily from t₁/x₁ = (5/9)/(2/9) = 5/2 at small ζ to R at ζ = 1, and T > RX for 0 < ζ < 1.

If r_s ≤ r₁, then r_s/r₀ ≤ R and

T − (r_s/r₀)X ≥ T − RX > 0, so e(ζ) > e(0).

If r_s ≥ r₁, we compare with ζ = 1. Since X(1) > X(ζ) and T(1) = RX(1),

T − T(1) + (r_s/r₀)[X(1) − X] ≥ T − T(1) + R[X(1) − X] = T − RX > 0,

so e(ζ) > e(1). The lowest uniform state is unpolarised below r₁ and fully polarised above it.

**Stiffness of the unpolarised gas.** From dn_σ/dk = k²/(2π²), and because the two terms of f scale as n_σ^(5/3) and n_σ^(4/3),

f′ = (5/3)(3k²/10) − (4/3)(3k/4π) = k²/2 − k/π,
f″ = (k − 1/π) dk/dn_σ = (2π²/k²)(k − 1/π).

Let m = n↑ − n↓. The energy density is f((n+m)/2) + f((n−m)/2). At m = 0 its second derivatives with respect to n and to m both equal (f″ + f″)/4 = f″/2, and the mixed derivative is (f″ − f″)/4 = 0. One stiffness governs both responses:

D = f″/2 = (π²/k_F²)(k_F − 1/π) = (π²/k_F)(1 − r_s/r₂), r₂ = πC.

**Susceptibility.** Let a field add −hm to the energy density, with the magnetic moment absorbed in h. Minimising Dm²/2 − hm gives m = h/D, so

χ = 1/D = (k_F/π²)/(1 − r_s/r₂).

**Screening.** Let v be a weak static external potential energy of wave number q, and V the total including the Hartree part. Constant chemical potential requires Dδn + V = 0, while V = v + (4π/q²)δn. Eliminating δn gives

v = V(1 + q_s²/q²), q_s² = 4π/D = 4πχ = (4k_F/π)/(1 − r_s/r₂).

The inverse screening length is q_s. Both χ and q_s² diverge at

r₂ = π(9π/4)^(1/3) = 6.03,

a sphere radius of 3.19 Å. They coincide because this exchange energy does not couple the channels; a term coupling n↑ to n↓ would in general give n and m different stiffnesses.

Since r₂ > r₁, the unpolarised gas has already lost to the polarised one when these anomalies occur.

**Beyond r₂.** Here D < 0. A density wave has stiffness 4π/q² + D, which stays positive for q² < |q_s²|: the background stabilises long waves but not short ones. A spin wave has no Hartree term, so its stiffness D is negative at every q. The negative χ therefore signals an instability and does not describe an equilibrium response.

**The barrier.** A stationary state with both channels occupied and k↑ ≠ k↓ needs f′(n↑) = f′(n↓), or (k↑² − k↓²)/2 = (k↑ − k↓)/π. Hence

k↑ + k↓ = 2/π.

Write s = 2/π and P = k↑k↓. Fixed density means k↑³ + k↓³ = s³ − 3sP = 2k_F³, which determines P uniquely. Two different positive wave numbers require 0 < P < s²/4, that is s³/8 < k_F³ < s³/2, or

2^(1/3)r₂/2 = 3.80 < r_s < r₂.

In this range ζ = 0 is a local minimum because D > 0. So is ζ = 1, because f′(n↑) = k↑²/2 − k↑/π is then below the value f′(0) = 0 of the empty channel. The one stationary state between them is a maximum, so the change at r₁ is discontinuous. At r₁ the maximum lies at ζ = 0.79, and its height is 0.020 eV per electron.

**Screening in the polarised gas.** Only one channel responds, with k = 2^(1/3)k_F and stiffness f″, so

q_s² = 4π/f″ = (2k/π)/[1 − 1/(πk)].

This diverges at k = 1/π, or r_s = 2^(1/3)r₂ = 7.60. If the gas follows its lowest uniform state, its screening length jumps at r₁ from 0.24 to 0.53 Å, and the anomaly it meets is the one at 7.60.

These lengths are far below the sphere radius of 2.88 Å. A local functional is meant for slow variation, so they characterise the model and are not reliable predictions of a screening cloud.

**Numbers in the three regimes.** Energies are per electron, polarised minus unpolarised.

r_s = 5.0: −1.232 − (−1.291) = +0.058 eV, from unrounded energies. The unpolarised gas is lowest; its susceptibility is 1/(1 − 5.0/6.029) = 5.9 times the value without exchange, and q_s² = 10.2 Å⁻².

r_s = 5.7: −1.287 − (−1.262) = −0.025 eV. The polarised gas is lowest, with q_s² = 3.9 Å⁻². The metastable unpolarised gas has an enhancement of 18 and q_s² = 28 Å⁻².

r_s = 6.5: −1.287 − (−1.206) = −0.081 eV. The unpolarised values are now negative, −13 for the enhancement and −17 Å⁻² for q_s², while the polarised gas has q_s² = 5.9 Å⁻².

**Why the word uniform matters.** The energy per electron of a channel, 3k²/10 − 3k/(4π), is lowest at k = 5/(4π), where it is −15/(32π²), or −1.292 eV. The unpolarised gas has this k at r_s = 4πC/5 = 4.82. When it is more dilute, it can gather into slabs of that density with empty gaps. The local energy then takes its lowest value, and the Hartree cost, proportional to 4π/q² at fixed slab shape, vanishes as the square of the period.

At r₁ the slabs fill (4.823/5.450)³ = 0.693 of the volume. For a period of 0.50 Å their energy is −1.2924 + 0.0018 = −1.2906 eV, below the −1.2753 eV shared by the two uniform states. Such rapid variation lies outside the intended use of a gradient-free functional, but the functional itself permits it. The answer to (a) therefore holds among uniform states. For r_s ≤ 4.82 it is also the absolute minimum of the functional, because f lies above its tangent at n/2 and the Hartree energy is never negative. Above 4.82 thin enough slabs lie lower, except at r_s = 2^(1/3) × 4.82 = 6.08, where the polarised gas itself has k = 5/(4π).

## Comparison

Scaling gave r_s ~ 1 for every threshold; the exact values are 5.45 and 6.03. The missing factor has two parts. The first is the ratio of the energy prefactors, r₀ = r₂/(5/2) = 6.03/2.5 = 2.41, the r_s at which kinetic and exchange energies of the unpolarised gas are equal in size. The second is T/X, the relative kinetic cost of polarising divided by the relative exchange gain:

full polarisation: 2.412 × 2.26 = 5.45,
infinitesimal polarisation: 2.412 × 2.50 = 6.03.

Scaling finds the direction of the transition but misses its position by a factor of five to six. It also cannot see the order of the two events, which rests on the fall of T/X from 2.50 to 2.26: a complete reversal of the minority spins pays before a small one does.

The numerical check finds the thresholds from the energies themselves and tests both response formulas by direct minimisation. None of these values should be carried over to a gas with correlation, which this model omits.

Computed results

```
Polarisation crossing: r_s = 5.4502 (dimensionless)
  numerical root from energies: r_s = 5.4502
  sphere radius at crossing = 2.8841 angstrom
Unpolarised anomalies: r_s = 6.0292 (dimensionless)
  numerical root, spin curvature: r_s = 6.0292
  numerical root, density stiffness: r_s = 6.0292
  sphere radius at anomalies = 3.1905 angstrom
Polarised-gas screening anomaly: r_s = 7.5963
Polarised state locally stable beyond r_s = 3.7982
T/X at zeta = 0.01: 2.49999; at zeta = 1: 2.25992
Energy per electron at crossing = -1.27529 eV
Barrier position: zeta = 0.7909
Barrier height per electron = 0.01982 eV
Screening length at crossing, unpolarised = 0.2449 angstrom
Screening length at crossing, polarised = 0.5293 angstrom
Model gas r_s = 5.0, radius = 2.6459 angstrom
  energy per electron, unpolarised = -1.29077 eV
  energy per electron, polarised = -1.23242 eV
  polarised minus unpolarised = 0.05836 eV
  unpolarised susceptibility / free value = 5.858
  q_s^2 unpolarised = 10.224 angstrom^-2
  q_s^2 polarised = 3.217 angstrom^-2
Model gas r_s = 5.7, radius = 3.0163 angstrom
  energy per electron, unpolarised = -1.26182 eV
  energy per electron, polarised = -1.28673 eV
  polarised minus unpolarised = -0.02491 eV
  unpolarised susceptibility / free value = 18.314
  q_s^2 unpolarised = 28.037 angstrom^-2
  q_s^2 polarised = 3.863 angstrom^-2
Model gas r_s = 6.5, radius = 3.4397 angstrom
  energy per electron, unpolarised = -1.20640 eV
  energy per electron, polarised = -1.28691 eV
  polarised minus unpolarised = -0.08052 eV
  unpolarised susceptibility / free value = -12.807
  q_s^2 unpolarised = -17.193 angstrom^-2
  q_s^2 polarised = 5.860 angstrom^-2
Slabs can beat the unpolarised uniform gas beyond r_s = 4.8234
Lowest uniform energy per electron = -1.29239 eV
Slab test at crossing: period = 0.50 angstrom
  filled fraction = 0.6931
  Hartree cost per electron = 0.00177 eV
  slab energy per electron = -1.29062 eV
```
